# Why the H₂⁺ charge-resonance line fades while its dipole grows: a numerical check

```python
"""H2+ charge-resonance transition 1s sigma_g -> 2p sigma_u, fixed nuclei.
Result under test, for large separation R (atomic units):
  exact: dipole d -> R/2 - 4.5/R^2, gap -> (4/e) R exp(-R)
  LCAO (unscaled 1s): d = R/(2 sqrt(1-S^2)), gap -> (4/3) R exp(-R)
Oscillator strength for light along the axis: f = 2 * gap * d^2.
Spheroidal coordinates: xi = (rA+rB)/R, eta = (rA-rB)/R, z = R xi eta/2.
p = R sqrt(-E/2), with E the electronic energy without nuclear repulsion.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import laguerre, legendre
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

N_RAD, N_ANG = 40, 40
HARTREE_EV = constants.value("Hartree energy in eV")
BOHR_ANGSTROM = constants.value("Bohr radius") * 1e10


def top_eigenpair(diagonal, off):
    last = len(diagonal) - 1
    w, v = eigh_tridiagonal(diagonal, off, select="i",
                            select_range=(last, last))
    return w[0], v[:, 0]


def angular(p, parity):
    """Largest eigenvalue of d(1-eta^2)d + p^2 eta^2 in Legendre functions."""
    l = parity + 2.0 * np.arange(N_ANG)
    eta2 = (2*l*l + 2*l - 1) / ((2*l - 1) * (2*l + 3))
    m = l[:-1]
    off = (m+1) * (m+2) / ((2*m+3) * np.sqrt((2*m+1) * (2*m+5)))
    return top_eigenpair(-l*(l+1) + p*p*eta2, p*p*off)


def radial(p, R):
    """Largest eigenvalue of d(xi^2-1)d + 2R xi - p^2 xi^2, Laguerre basis."""
    n = np.arange(N_RAD, dtype=float)
    diagonal = (-(2*n*n + 2*n + 1) - 4*p*(n + 0.5)
                + (R/p)*(2*n + 1) + 2*R - p*p)
    k = n[1:]
    return top_eigenpair(diagonal, k*k - (R/p)*k)


class SpheroidalState:
    def __init__(self, R, parity):
        def mismatch(p):
            return angular(p, parity)[0] + radial(p, R)[0]
        self.R = R
        self.p = brentq(mismatch, R*np.sqrt(0.15), R*np.sqrt(1.025),
                        xtol=1e-15, rtol=1e-15)
        self.energy = -2 * self.p**2 / R**2
        self.c = radial(self.p, R)[1]
        b = angular(self.p, parity)[1]
        l = parity + 2*np.arange(N_ANG)
        self.b = np.zeros(2*N_ANG + 1)
        self.b[l] = b * np.sqrt((2*l + 1) / 2)

    def X(self, xi):
        t = self.p * (xi - 1)
        return np.exp(-t) * laguerre.lagval(2*t, self.c)

    def Y(self, eta):
        return legendre.legval(eta, self.b)

    def at(self, x, y, z):
        rA = np.sqrt(x*x + y*y + (z + self.R/2)**2)
        rB = np.sqrt(x*x + y*y + (z - self.R/2)**2)
        return self.X((rA + rB)/self.R) * self.Y((rA - rB)/self.R)


GL_XI = legendre.leggauss(160)
GL_ETA = legendre.leggauss(80)


def exact(R):
    """Gap, dipole, f, gap from midplane flux, midpoint tail enhancement."""
    g, u = SpheroidalState(R, 0), SpheroidalState(R, 1)
    length = 30 / u.p
    xi = 1 + length * (GL_XI[0] + 1) / 2
    wxi = GL_XI[1] * length / 2
    eta, weta = (GL_ETA[0] + 1) / 2, GL_ETA[1] / 2
    volume = (np.pi * R**3 / 4 * np.outer(wxi, weta)
              * (xi[:, None]**2 - eta[None, :]**2))
    G = np.outer(g.X(xi), g.Y(eta))
    U = np.outer(u.X(xi), u.Y(eta))
    norm_g = np.sqrt(2*np.sum(volume*G*G))
    norm_u = np.sqrt(2*np.sum(volume*U*U))
    z = R/2 * np.outer(xi, eta)
    d = abs(2*np.sum(volume*G*z*U)) / (norm_g*norm_u)
    gap = u.energy - g.energy
    slope = legendre.legval(0.0, legendre.legder(u.b))
    flux = np.pi*R*g.Y(0.0)*slope*np.sum(wxi*g.X(xi)*u.X(xi))
    gap_flux = 0.5 * flux / np.sum(volume*G*U)
    localized = abs(g.X(1.0)*g.Y(0.0)) / norm_g / np.sqrt(2)
    enhancement = localized * np.sqrt(np.pi) * np.exp(R/2)
    return gap, d, 2*gap*d*d, gap_flux, enhancement


def lcao(R, exp=np.exp):
    S = exp(-R) * (1 + R + R*R/3)
    J = 1/R - exp(-2*R) * (1 + 1/R)
    K = exp(-R) * (1 + R)
    gap = 2*(K - J*S) / (1 - S*S)
    d = R / (2*(1 - S*S)**0.5)
    return gap, d, 2*gap*d*d


# Separated solutions satisfy the Schroedinger equation in Cartesian space.
h = 2e-3
for parity in (0, 1):
    s = SpheroidalState(2.0, parity)
    for x, y, z in ((0.7, 0.4, 0.5), (1.1, -0.3, 1.6), (0.5, 0.9, -0.8)):
        centre = s.at(x, y, z)
        lap = (s.at(x+h, y, z) + s.at(x-h, y, z) + s.at(x, y+h, z)
               + s.at(x, y-h, z) + s.at(x, y, z+h) + s.at(x, y, z-h)
               - 6*centre) / h**2
        rA = np.sqrt(x*x + y*y + (z+1)**2)
        rB = np.sqrt(x*x + y*y + (z-1)**2)
        local = -0.5*lap/centre - 1/rA - 1/rB
        assert abs(local - s.energy) < 2e-5  # finite-difference error


# Nonseparated diagonalization in a product basis, with the sum rule.
def product_spectrum(R, a, nx=16, ne=14):
    n = np.arange(nx + 4, dtype=float)
    x = np.diag(2*n + 1) - np.diag(n[1:], 1) - np.diag(n[1:], -1)
    xi = np.eye(nx + 4) + x/(2*a)
    G = (np.diag(2*n*n + 2*n + 1) - np.diag(n[1:]**2, 1)
         - np.diag(n[1:]**2, -1))
    kinetic = (G - x@x/4 + 4*a*np.diag(n + 0.5) - a*x)[:nx, :nx]
    l = np.arange(ne + 4, dtype=float)
    k = l[1:]
    step = k / np.sqrt(4*k*k - 1)
    eta = np.diag(step, 1) + np.diag(step, -1)
    xi1, xi2, xi3 = [np.linalg.matrix_power(xi, q)[:nx, :nx]
                     for q in (1, 2, 3)]
    e1, e2, e3 = [np.linalg.matrix_power(eta, q)[:ne, :ne]
                  for q in (1, 2, 3)]
    l = l[:ne]
    H = 2/R**2 * (np.kron(kinetic - 2*R*xi1, np.eye(ne))
                  + np.kron(np.eye(nx), np.diag(l*(l+1))))
    W = np.kron(xi2, np.eye(ne)) - np.kron(np.eye(nx), e2)
    Z = R/2 * (np.kron(xi3, e1) - np.kron(xi1, e3))
    E, C = eigh((H + H.T)/2, (W + W.T)/2)
    return E, C[:, 0] @ Z @ C


energies, dipoles = product_spectrum(2.0, 1.4)
strengths = 2*(energies - energies[0])*dipoles**2
sum_rule = strengths.sum()
at2 = exact(2.0)
assert abs(sum_rule - 1) < 1e-5
assert abs(energies[1] - energies[0] - at2[0]) < 1e-6
assert abs(abs(dipoles[1]) - at2[1]) < 1e-5

# LCAO formulas against quadrature and a 2x2 diagonalization at R = 2.
R = 2.0
xi = 1 + 20*(GL_XI[0] + 1)/2
wxi = 10*GL_XI[1]
eta, weta = GL_ETA
XI, ETA = np.meshgrid(xi, eta, indexing="ij")
vol = np.pi*R**3/4*np.outer(wxi, weta)*(XI**2 - ETA**2)
rA, rB = R*(XI + ETA)/2, R*(XI - ETA)/2
orbitals = [np.exp(-rA)/np.sqrt(np.pi), np.exp(-rB)/np.sqrt(np.pi)]
far = [1/rB, 1/rA]
Sm, Hm, Zm = np.zeros((2, 2)), np.zeros((2, 2)), np.zeros((2, 2))
for i in range(2):
    for j in range(2):
        density = vol*orbitals[i]*orbitals[j]
        Sm[i, j] = density.sum()
        Hm[i, j] = -0.5*Sm[i, j] - np.sum(density*far[j])
        Zm[i, j] = np.sum(density*R*XI*ETA/2)
e, v = eigh((Hm + Hm.T)/2, Sm)
assert abs(e[1] - e[0] - lcao(R)[0]) < 1e-9
assert abs(abs(v[:, 0] @ Zm @ v[:, 1]) - lcao(R)[1]) < 1e-9

# Midplane flux identity, and the flux of an undistorted 1s tail.
for R in (1.0, 4.0, 8.0, 12.0):
    r = exact(R)
    assert abs(r[3]/r[0] - 1) < 1e-6
R = 8.0
bare = quad(lambda q: 2*np.exp(-2*np.hypot(q, R/2))/np.pi
            * (R/2)/np.hypot(q, R/2)*2*np.pi*q, 0, 30)[0]
assert abs(bare/(R*np.exp(-R)) - 1) < 1e-6

# Large-R limits, extrapolated as polynomials in 1/R.
far_R = np.array([16.0, 24.0, 32.0])
far_data = [exact(R) for R in far_R]
prefactors = np.array([r[3] for r in far_data])*np.exp(far_R)/far_R
tails = np.array([r[4] for r in far_data])
gap_limit = np.polyfit(1/far_R, prefactors, 2)[-1]
tail_limit = np.polyfit(1/far_R, tails, 2)[-1]
shift = (far_R[-1]/2 - far_data[-1][1])*far_R[-1]**2
assert abs(gap_limit - 4/np.e) < 5e-3
assert abs(tail_limit - 2/np.sqrt(np.e)) < 1e-2
assert abs(shift - 4.5) < 0.03  # higher multipoles remain at finite R
lcao_prefactor = lcao(40.0)[0]*np.exp(40.0)/40.0
assert abs(lcao_prefactor - 4/3) < 2e-3

# United-atom limits.
radial_integral = quad(lambda r: 2*2**1.5*np.exp(-2*r)
                       * 2**2.5/(2*np.sqrt(6))*r*np.exp(-r)*r**3, 0, 40)[0]
d_united = radial_integral/np.sqrt(3)
f_united = 2*1.5*d_united**2
assert abs(exact(0.1)[2] - f_united) < 0.015
mp.mp.dps = 60
lcao_zero = [float(q) for q in lcao(mp.mpf("1e-10"), mp.exp)]
assert abs(lcao_zero[0] - 2) < 1e-7
assert abs(lcao_zero[2] - 3) < 1e-7

# One exact maximum below 1; no LCAO maximum.
grid = np.linspace(0.3, 20, 70)
f_grid = np.array([exact(R)[2] for R in grid])
signs = np.sign(np.diff(f_grid))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) == 1
assert f_grid.max() < 1
f_lcao = np.array([lcao(R)[2] for R in np.linspace(0.05, 20, 800)])
assert np.all(np.diff(f_lcao) < 0)
peak = minimize_scalar(lambda R: -exact(R)[2], bounds=(1, 4),
                       method="bounded", options={"xatol": 1e-5}).x
top = exact(peak)
lcao_unity = brentq(lambda R: lcao(R)[2] - 1, 1, 6)
half_cross = brentq(lambda R: exact(R)[1] - R/2, 1, 12)

print("H2+ fixed nuclei; gap in hartree, R and d in bohr")
print("f = 2*gap*d^2, light polarised along the axis")
for R in (1.0, 2.0, 3.0, 4.0, 6.0, 8.0, 12.0, 20.0):
    a, b = exact(R), lcao(R)
    print(f"R={R:4.1f} exact: gap={a[0]:.5e} d={a[1]:.5f} f={a[2]:.5e}")
    print(f"R={R:4.1f} LCAO : gap={b[0]:.5e} d={b[1]:.5f} f={b[2]:.5e}")
print(f"exact peak: R = {peak:.3f} bohr = {peak*BOHR_ANGSTROM:.3f} angstrom")
print(f"exact peak: f = {top[2]:.5f}, orientation average {top[2]/3:.5f}")
print(f"exact peak: d = {top[1]:.5f} bohr")
print(f"exact peak: gap = {top[0]:.5f} hartree = {top[0]*HARTREE_EV:.3f} eV")
for R in (1.0, peak, 6.0):
    lo, hi = exact(R - 0.01), exact(R + 0.01)
    rate_gap = np.log(hi[0]/lo[0])/0.02
    rate_d2 = 2*np.log(hi[1]/lo[1])/0.02
    print(f"R={R:.3f} log rates per bohr: gap {rate_gap:.4f}, "
          f"d^2 {rate_d2:.4f}")
print(f"exact d falls below R/2 beyond R = {half_cross:.3f} bohr")
print(f"LCAO f exceeds 1 for R below {lcao_unity:.3f} bohr")
print(f"sum of f over all final states, R=2: {sum_rule:.7f}")
print(f"united atom: exact d = {d_united:.5f} bohr, f = {f_united:.5f}")
print(f"R->0 LCAO: gap = {lcao_zero[0]:.5f} hartree, d = {lcao_zero[1]:.5f}"
      f" bohr, f = {lcao_zero[2]:.5f}")
print(f"gap*exp(R)/R, exact limit: {gap_limit:.5f}; 4/e = {4/np.e:.5f}")
print(f"gap*exp(R)/R, LCAO at R=40: {lcao_prefactor:.5f}; 4/3 = {4/3:.5f}")
print(f"midpoint tail / bare 1s, limit: {tail_limit:.5f}; "
      f"2/sqrt(e) = {2/np.sqrt(np.e):.5f}")
print(f"(R/2-d)*R^2 at R=32: {shift:.4f} bohr^3")
print(f"LCAO/exact gap ratio, limit e/3 = {np.e/3:.5f}")
print(f"asymptotic f law at its own maximum R=3: {54*np.exp(-4):.5f}")
print("OK")
```

Printed output:

```
H2+ fixed nuclei; gap in hartree, R and d in bohr
f = 2*gap*d^2, light polarised along the axis
R= 1.0 exact: gap=8.86973e-01 d=0.67490 f=8.08011e-01
R= 1.0 LCAO : gap=8.33767e-01 d=0.97465 f=1.58406e+00
R= 2.0 exact: gap=4.35100e-01 d=1.04994 f=9.59290e-01
R= 2.0 LCAO : gap=3.92918e-01 d=1.23459 f=1.19779e+00
R= 3.0 exact: gap=2.09478e-01 d=1.43269 f=8.59945e-01
R= 3.0 LCAO : gap=1.91523e-01 d=1.60033 f=9.81004e-01
R= 4.0 exact: gap=1.00534e-01 d=1.87091 f=7.03801e-01
R= 4.0 LCAO : gap=9.19790e-02 d=2.03681 f=7.63169e-01
R= 6.0 exact: gap=2.13252e-02 d=2.87909 f=3.53534e-01
R= 6.0 LCAO : gap=1.90467e-02 d=3.00333 f=3.43603e-01
R= 8.0 exact: gap=3.96437e-03 d=3.92594 f=1.22206e-01
R= 8.0 LCAO : gap=3.49477e-03 d=4.00021 f=1.11844e-01
R=12.0 exact: gap=1.10412e-04 d=5.96819 f=7.86560e-03
R=12.0 LCAO : gap=9.72834e-05 d=6.00000 f=7.00440e-03
R=20.0 exact: gap=6.16776e-08 d=9.98871 f=1.23077e-05
R=20.0 LCAO : gap=5.47580e-08 d=10.00000 f=1.09516e-05
exact peak: R = 1.848 bohr = 0.978 angstrom
exact peak: f = 0.96219, orientation average 0.32073
exact peak: d = 0.99479 bohr
exact peak: gap = 0.48615 hartree = 13.229 eV
R=1.000 log rates per bohr: gap -0.6713, d^2 1.1757
R=1.848 log rates per bohr: gap -0.7302, d^2 0.7302
R=6.000 log rates per bohr: gap -0.8111, d^2 0.3644
exact d falls below R/2 beyond R = 2.381 bohr
LCAO f exceeds 1 for R below 2.908 bohr
sum of f over all final states, R=2: 1.0000000
united atom: exact d = 0.37247 bohr, f = 0.41620
R->0 LCAO: gap = 2.00000 hartree, d = 0.86603 bohr, f = 3.00000
gap*exp(R)/R, exact limit: 1.47095; 4/e = 1.47152
gap*exp(R)/R, LCAO at R=40: 1.33208; 4/3 = 1.33333
midpoint tail / bare 1s, limit: 1.21365; 2/sqrt(e) = 1.21306
(R/2-d)*R^2 at R=32: 4.5035 bohr^3
LCAO/exact gap ratio, limit e/3 = 0.90609
asymptotic f law at its own maximum R=3: 0.98904
OK
```
